How Grid Spacing Overstates the Tunnelling Exponential

**Question.** An electron with effective mass 0.19 m₀ tunnels through a rectangular barrier 5 nm wide whose top lies 0.4 eV above the electron's energy. The effective-mass equation is solved on a uniform grid with the usual three-point second difference. At what grid spacing is the leading tunnelling exponential wrong by ten percent, in which direction, and how does the error scale with spacing, mass, height and width?

**Answer.** The grid changes the rate at which the wave decays under the barrier. That change is small, but the tunnelling exponential multiplies it by the width of the barrier. The decay rate is therefore the quantity to compute first, in the continuum and on the grid.

**The two decay rates**

Let m be the effective mass, the same everywhere, and write

C = ħ²/(2m) = 0.2005 eV nm².

Let φ be the height of the barrier top above the electron's energy. Inside the barrier the continuum equation is

C ψ″ = φ ψ.

An exponential exp(−κx) solves it if Cκ² = φ, so

κ = √(φ/C) = √(0.4/0.2005) = 1.412 nm⁻¹.

The probability carried through a barrier of width L contains the square of the decaying amplitude, exp(−2κL). This is the leading exponential. Here 2κL = 14.12 and exp(−2κL) = 7.35 × 10⁻⁷.

On a grid of spacing a, with ψₙ the value at site n, the second derivative becomes (ψₙ₊₁ − 2ψₙ + ψₙ₋₁)/a². The barrier equation is then

ψₙ₊₁ − 2ψₙ + ψₙ₋₁ = (κa)² ψₙ.

Insert ψₙ = exp(−κ_g a n), where κ_g is the unknown decay constant on the grid, and divide by ψₙ:

exp(−κ_g a) + exp(κ_g a) − 2 = (κa)².

The left side is 2cosh(κ_g a) − 2 = 4 sinh²(κ_g a/2). Taking the positive root,

sinh(κ_g a/2) = κa/2,
κ_g = (2/a) asinh(κa/2).

Since sinh y > y for positive y, κ_g is smaller than κ. The wave decays too slowly and the exponential is overstated. The reason is visible in the difference formula: applied to exp(−qx) it returns (4/a²) sinh²(qa/2) = q² + q⁴a²/12 + …, which is more than the true curvature q². A slower exponential therefore suffices to balance the same φ.

**The size of the error**

To expand the inverse function, start from its derivative,

d(asinh x)/dx = (1 + x²)^(−1/2) = 1 − x²/2 + 3x⁴/8 − …,

and integrate from zero:

asinh x = x − x³/6 + 3x⁵/40 − ….

With x = κa/2, multiplication by 2/a gives

κ_g = κ [1 − (κa)²/24 + 3(κa)⁴/640 − …].

Let R be the grid exponential divided by the continuum one, at the same width L. Then

ln R = 2L(κ − κ_g)
= 2κL [(κa)²/24 − 3(κa)⁴/640 + …]
= (κ³a²L/12) [1 − 9(κa)²/80 + …].

In the last line the factor 9/80 is (3/640) × 24. The leading law is

ln R ≈ κ³a²L/12.

For the example κ³L/12 = 1.174 nm⁻². Ten percent means ln R = ln 1.10 = 0.0953, so in leading order the spacing is

a₀ = √(0.0953/1.174) nm = 0.285 nm.

The next term reduces the error slightly, so a somewhat larger spacing is needed. From a²[1 − 9(κa)²/80] = a₀² one finds, to first order in the correction,

a ≈ a₀ [1 + 9(κa₀)²/160].

Here κa₀ = 0.402, the bracket is 1.009, and a = 0.2875 nm. Solving 2L(κ − κ_g) = ln 1.10 numerically with the full inverse hyperbolic sine gives 0.2876 nm. The answer to the first part of the question is thus a spacing near 0.29 nm, and the exponential is too large.

At this spacing κ_g = 1.403 nm⁻¹, which is 0.67 percent below κ. Multiplied by the exponent 14.12, that small relative error becomes 0.095. A decay constant that looks well converged can still give a visibly wrong transmission.

The derivation was tested without using the formula for κ_g. The linear equations of the open chain were solved at a = 0.2876 nm for barriers of 17 and 34 sites, and the ratio of the two transmissions gave the grid decay constant. The continuum constant was found in the same way, by matching waves for widths of 5 and 10 nm. Applied to a 5 nm barrier, the two constants give an excess of 10.00 percent.

**How the error scales**

Since κ is proportional to √(mφ), the leading law reads

ln R ∝ (mφ)^(3/2) L a².

At fixed barrier, halving the spacing divides ln R by four. At fixed spacing, doubling the width doubles it, and doubling either the mass or the height multiplies it by 2^(3/2) ≈ 2.8. The spacing that keeps a chosen error varies as

a ∝ (mφ)^(−3/4) L^(−1/2).

It is also useful to count sites. Let N = L/a be the number of sites in the barrier and S = 2κL the exponent. Then κ = S/(2L), and

ln R ≈ (S/2L)³ (L/N)² L/12 = S³/(96N²).

Mass, height and width enter here through S alone. Barriers with the same exponent therefore need the same number of sites for the same error in the exponential. This holds beyond leading order too, because κa = S/(2N) and so 2κ_g L = 4N asinh(S/(4N)). For S = 14.12 and ten percent, the leading law gives N = √(14.12³/(96 × 0.0953)) ≈ 17.5. A more opaque barrier needs more sites, in proportion to S^(3/2).

The law requires κa to be small. At a = 0.5 nm, where κa = 0.71, it predicts an excess of exp(1.174 × 0.25) − 1 = 34 percent, while the full dispersion gives 32 percent. In the opposite limit, κa ≫ 1, asinh(κa/2) approaches ln(κa) and

κ_g ≈ (2/a) ln(κa).

The grid wave then falls by a factor of about (κa)² per site, where the true one falls by exp(κa). The quadratic law has no meaning there.

**The error of the whole transmission**

The transmission T also has a prefactor, set by the matching at the two interfaces, and the grid alters that too. To find it, take N barrier sites between two leads of zero potential, and place each interface midway between neighbouring sites, so that L = Na. Let E be the kinetic energy in the leads and k = √(E/C). A lead wave exp(iθn) satisfies

2 − 2cos θ = (ka)², or sin(θ/2) = ka/2.

Call the last lead site 0 and the first barrier site 1. The difference equation at site 0 has the lead potential and involves ψ₁, so the lead expression remains valid at site 1. By the same argument the barrier expression remains valid at site 0. The two expressions agree on both sites, and hence so do their mean and their difference,

M = (ψ₀ + ψ₁)/2, D = (ψ₁ − ψ₀)/a.

Measure position from the midpoint, so that the sites lie at ±a/2. For a lead wave moving right or left, M = cos(θ/2) and D = ±(2i/a) sin(θ/2). For a barrier wave that decays or grows, M = cosh(κ_g a/2) and D = ∓(2/a) sinh(κ_g a/2). The ratios D/M are ±iK and ∓Q, where

K = (2/a) tan(θ/2), Q = (2/a) tanh(κ_g a/2).

The common factors cos(θ/2) and cosh(κ_g a/2) can be absorbed in the amplitudes. Both leads receive the same factor, so T is unaffected. What remains is the continuum matching problem, with M in the role of ψ, D in the role of ψ′, and K and Q in place of k and κ.

Let r and τ be the reflected and transmitted amplitudes, A and B the decaying and growing amplitudes at the left interface, and q = κ_g L. Matching gives

1 + r = A + B,
iK(1 − r) = Q(B − A),
A e^(−q) + B e^q = τ,
Q(B e^q − A e^(−q)) = iKτ.

The last two equations give

A = (τ/2) e^q (1 − iK/Q), B = (τ/2) e^(−q) (1 + iK/Q).

Divide the second equation by iK and add it to the first, which removes r:

2 = A(1 + iQ/K) + B(1 − iQ/K).

Now (1 − iK/Q)(1 + iQ/K) = 2 + i(Q/K − K/Q), and the other product is its complex conjugate. Therefore

1/τ = cosh q + (i/2)(Q/K − K/Q) sinh q.

Take the squared modulus, use cosh² q = 1 + sinh² q, and note that 1 + (Q/K − K/Q)²/4 = (Q/K + K/Q)²/4. Since the leads are alike, T = |τ|², and

T = 1 / {1 + [(K² + Q²)/(2KQ)]² sinh²(κ_g L)}.

For a thick barrier sinh² q ≈ e^(2q)/4 is large, and

T ≈ P exp(−2κ_g L), P = 16K²Q²/(K² + Q²)².

In the continuum K and Q become k and κ. I take E = 0.1 eV, so the barrier stands 0.5 eV above the band edge of the leads. Then κ²/k² = 4, P = 16 × 4/25 = 2.56, and T = 2.56 × 7.35 × 10⁻⁷ = 1.88 × 10⁻⁶.

For the grid error of P, set ρ = Q²/K², so that P = 16ρ/(1 + ρ)². From tan² = sin²/(1 − sin²) and tanh² = sinh²/(1 + sinh²),

K² = k²/(1 − k²a²/4), Q² = κ²/(1 + κ²a²/4).

To order a², then, ln ρ changes by −(κ² + k²)a²/4. The sensitivity of P is

d ln P/d ln ρ = 1 − 2ρ/(1 + ρ) = (1 − ρ)/(1 + ρ) ≈ (k² − κ²)/(k² + κ²).

The product of the two is the change of ln P, and altogether

ln(T_grid/T) ≈ a² [κ³L/12 + (κ² − k²)/4].

The second term is positive if E < φ, zero if E = φ and negative if E > φ. At E = φ the prefactor is at its maximum, so a small change of ρ does nothing in first order. Relative to the first term, the second is 3(1 − k²/κ²)/(κL), which fades as the barrier thickens.

In the example the second coefficient is 0.374 nm⁻², about a third of the first. The whole transmission is therefore wrong by ten percent at a smaller spacing, √(0.0953/1.548) nm = 0.248 nm in leading order. The figure of 0.29 nm belongs to the exponential alone. The figure of 0.248 nm holds for interfaces midway between sites; another placement changes the error of the prefactor, even in sign. With each interface on a site that carries half the barrier height, the total coefficient is 0.800 nm⁻² instead of 1.548 nm⁻², and T is then overstated by less than the exponential is.

**Grids that fit the barrier**

With interfaces midway between sites L/a is an integer, so 0.2876 nm does not fit a 5 nm barrier. The excesses over the continuum at fixed L are:

N = 17, a = 0.294 nm: exponential 10.5 %, full T 14.0 %
N = 18, a = 0.278 nm: exponential 9.3 %, full T 12.4 %
N = 20, a = 0.250 nm: exponential 7.5 %, full T 10.0 %
N = 25, a = 0.200 nm: exponential 4.8 %, full T 6.3 %
N = 50, a = 0.100 nm: exponential 1.2 %, full T 1.6 %

The last two lines show the quadratic law: half the spacing, a quarter of the error. The law also allows two coarse grids to be combined. If ln T has an error proportional to a², then

(4 ln T_(a/2) − ln T_a)/3

cancels it. With N = 10 the full T is 43.9 percent too large, an error of 0.364 in ln T; with N = 20 the error is 0.0952. The combination leaves (4 × 0.0952 − 0.364)/3 ≈ 0.006, or about 0.6 percent. Both grids must represent the same width and place the interfaces in the same way, here midway between sites.

For this barrier a width wrong by one spacing matters more than the dispersion error. In leading order 2κa exceeds κ³a²L/12 as long as κ²aL < 24. Here κ²aL ≈ 2.9, but for much more opaque barriers the order reverses. If the width is taken as the distance from the first barrier site to the last, (N − 1)a, the grid contains one spacing more barrier than intended. At a = 0.294 nm, going from 17 to 18 sites reduces T by a factor of 2.28, close to exp(2κ_g a).

**What ten percent is worth in a silicon device**

The numbers resemble source-to-drain tunnelling in a silicon transistor with a channel of roughly 5 nm, which is very short. The mass 0.19 m₀ is the rough transverse mass of the silicon conduction valleys, and 0.4 eV is a plausible barrier for a transistor that is switched off. In such a device a ten percent error in the exponential is equivalent to a small error in the barrier itself. A width error δL gives 2κδL = 0.0953, so δL = 0.034 nm. For the height, √φ must fall by the fraction 0.0953/14.12, which gives

δφ = φ [1 − (1 − 0.0953/14.12)²] = 5.4 meV.

The assumption that real devices break most strongly, among those sized here, is the rectangular shape. The electrostatic barrier of a short channel is rounded. For a parabola with the same top and a width of 5 nm at the electron's energy, φ(x) = φ(1 − u²) with u running from −1 to 1, the WKB exponent is

κL ∫ √(1 − u²) du = (π/4) 2κL = 11.09.

Its exponential is 21 times larger than that of the rectangle. The grid error, by contrast, is smaller. It follows from the local κ³, and since ∫(1 − u²)^(3/2) du = 3π/8, ln R is multiplied by 3π/16 = 0.59. With the full local dispersion the excess at 0.2876 nm is 5.8 percent. These are WKB values for the exponential, without the prefactor. The factor depends on where the width is measured: if the parabola is 5 nm wide at the band edge of the leads, 0.5 eV below its top, the exponent is 9.92 and the factor is 67.

The second correction is nonparabolicity. If energy ε from the band edge obeys ε(1 + αε) = Ck², then ε = −φ in the gap gives κ² = φ(1 − αφ)/C. With a rough α of 0.5 eV⁻¹, κ² is multiplied by 0.8, the exponent falls to 12.63, and the exponential grows by a factor of 4.4. This extends a band-edge formula far into the gap, so the factor is an indication of size.

Silicon also has valleys whose heavy mass, roughly 0.92 m₀, can lie along the transport direction. For the same barrier their exponent is 31.1, and their exponential is smaller by a factor of about 4 × 10⁻⁸, so they add almost nothing to tunnelling at this energy. At 300 K a heavy channel still carries current over the barrier top, about one percent of the light channel's total for the source filling used below. The heavy valleys also illustrate the scaling: at a = 0.2876 nm the full dispersion makes their exponential too large by a factor of about 2.6. A spacing adequate for the light mass is not adequate for the heavy one.

Finally, a device at 300 K carries a spread of energies. Take one channel with its source Fermi level 0.1 eV above the band edge, an empty drain, and the rectangular barrier held fixed. The current is then proportional to the integral of T(E) times the Fermi function. With N = 17 it is 11.4 percent too large, against 14.0 percent for the single energy of 0.1 eV. In the tunnelling range the leading-order error falls as E rises, because κ falls and k grows; it passes through zero near E = 0.35 eV and is negative above that. The lower average therefore points to a current weighted towards energies above 0.1 eV. The share passing over the barrier top is 0.9 percent.

These corrections were sized one at a time and should not simply be multiplied together. Drain bias, confinement, scattering and the self-consistent potential were not sized. The comparison still sets the priorities for this barrier: refining the grid from 0.29 to 0.10 nm cuts the error in the exponential from about ten percent to about one percent, while the shape of the barrier and the band structure in the gap move it by factors. A converged grid gives the solution of the effective-mass model, with whatever error that model has. The numerical output below lists the values used.

Table of computed values

```
effective mass: 0.19 m0
barrier above electron energy: 0.40 eV; width: 5.0 nm
incident kinetic energy: 0.10 eV; barrier height: 0.50 eV
hbar^2/(2m): 0.20053 eV nm^2
kappa: 1.4124 1/nm; incident k: 0.7062 1/nm
exponent 2 kappa L: 14.124
exp(-2 kappa L): 7.349e-07
ln(1.10): 0.09531
kappa^3 L/12: 1.1739 1/nm^2
ten-percent spacing, leading order: 0.2849 nm
ten-percent spacing, next order: 0.2875 nm
ten-percent spacing, full dispersion: 0.2876 nm
kappa a at that spacing: 0.4061
kappa_g at that spacing: 1.4028 1/nm
relative error of kappa: -0.675 %
excess from direct solvers: 10.000 %
continuum transmission: 1.8812e-06
prefactor coefficient (kappa^2-k^2)/4: 0.3740 1/nm^2
ten-percent spacing for full T, leading order: 0.2481 nm
N=10, a=0.5000 nm: exponential +32.07 %, full T +43.90 %
N=17, a=0.2941 nm: exponential +10.48 %, full T +14.00 %
N=18, a=0.2778 nm: exponential +9.31 %, full T +12.43 %
N=20, a=0.2500 nm: exponential +7.50 %, full T +9.99 %
N=25, a=0.2000 nm: exponential +4.76 %, full T +6.32 %
N=50, a=0.1000 nm: exponential +1.18 %, full T +1.56 %
T factor for one site miscounted, a=0.2941 nm: 2.282
barrier lowering worth ten percent: 5.38 meV
barrier thinning worth ten percent: 0.0337 nm
nonparabolicity (rough): 0.5 1/eV; exponent: 12.633
nonparabolic exponential / parabolic: 4.44
parabolic-shaped barrier, WKB exponent: 11.093
its exponential / rectangular: 20.7
its grid excess at a=0.2876 nm: 5.79 %
heavy mass (rough): 0.92 m0; exponent: 31.08
heavy exponential / light: 4.33e-08
temperature: 300 K; kT: 25.85 meV
grid excess of current, a=0.2941 nm: 11.40 %
share of current above the barrier: 0.87 %
```
